# Electronic smearing, ionic fluctuations and the charge-density-wave transition temperature: verification in Python

```python
# Result under test: the smearing temperature T* at which the harmonic force constant a(T) of a
# CDW mode vanishes is not the ordering temperature. Lattice model (simple cubic, staggered u):
#   H = sum p^2/2M + a(T) u^2/2 + b(T) u^4/4 + (C/2) sum_bonds (u-u')^2,  J_q = 2C sum(1-cos q)
# a, b come from n electron pairs +-sqrt(xi^2+g^2u^2), xi uniform in [xi1,xi2], plus bare K0, b0.
# SCHA: r = a+3b(m^2+s2), s2=<du^2>; Ts: r=0 at m=0; T1: SCHA first-order point;
# TMF: site mean field 6C chi=1; Tc: classical Monte Carlo. Units eV, angstrom, K.
import numpy as np
from scipy import constants as sc, sparse
from scipy.special import erf, erfc, i0e, gamma, polygamma
from scipy.optimize import brentq, minimize, minimize_scalar

kB = sc.k / sc.e
xi1, xi2, g, n, K0, b0, C, M = 0.15, 0.35, 1.0, 2, 7.0, 60.0, 0.5, 100.0
def h2m(mass): return sc.hbar**2 / (mass * sc.atomic_mass) / sc.e * 1e20  # eV A^2
gx, gw = np.polynomial.legendre.leggauss(60)
xi, wx = xi1 + (xi2 - xi1) * (gx + 1) / 2, gw / 2
rp = np.sqrt(np.pi)

# ---------- electrons ----------
def a_smear(s, kind):
    x = xi / s
    d = {"FD": np.tanh(x / 2), "G": erf(x), "MP": erf(x) + x * np.exp(-x * x) / rp}[kind]
    return K0 - n * g**2 * np.sum(wx * d / xi)
def a_T(T): return a_smear(kB * T, "FD")
def b_T(T):
    t = np.tanh(xi / (2 * kB * T))
    return b0 - n * g**4 / 2 * np.sum(wx * ((1 - t * t) / (2 * kB * T * xi) - t / xi**2) / xi)
def coefficients_by_diagonalization(s, kind):
    us = np.linspace(0, 0.03, 16); F = []
    for u in us:
        H = np.zeros((len(xi), 2, 2)); H[:, 0, 0] = xi; H[:, 1, 1] = -xi
        H[:, 0, 1] = H[:, 1, 0] = g * u
        x = np.linalg.eigvalsh(H) / s; e = np.exp(-x * x)
        if kind == "FD": w = -np.logaddexp(0, -x)
        elif kind == "G": w = x * erfc(x) / 2 - e / (2 * rp)
        else: w = x * (erfc(x) / 2 - x * e / (2 * rp)) - (1 - 2 * x * x) * e / (4 * rp)
        F.append(n * s * np.sum(wx * w.sum(1)))
    c = np.polynomial.polynomial.polyfit((us / 0.03)**2, np.array(F) - F[0], 5)
    return K0 + 2 * c[1] / 0.03**2, b0 + 4 * c[2] / 0.03**4
for T in (100., 600., 1500.):
    an, bn = coefficients_by_diagonalization(kB * T, "FD")
    assert abs(an - a_T(T)) < 1e-6 and abs(bn / b_T(T) - 1) < 1e-4
sig = {k: brentq(a_smear, 0.01, 2, args=(k,), xtol=1e-14) for k in ("FD", "G", "MP")}
for k in sig: assert abs(coefficients_by_diagonalization(sig[k], k)[0]) < 1e-6
assert sig["MP"] > 1.2 * sig["G"] > 1.2 * 1.2 * sig["FD"]
Tstar = sig["FD"] / kB
def V_full(u, T):
    x = np.sqrt(xi[:, None]**2 + (g * u[None, :])**2) / (2 * kB * T)
    x0 = xi[:, None] / (2 * kB * T)
    Fe = -2 * n * kB * T * (wx @ (np.logaddexp(x, -x) - np.logaddexp(x0, -x0)))
    return K0 * u**2 / 2 + b0 * u**4 / 4 + Fe
a1, b1 = a_T(100.), b_T(100.); u0 = np.sqrt(-a1 / b1); depth = a1**2 / (4 * b1)
ug = np.linspace(0, 0.2, 4001); Vg = V_full(ug, 100.)
assert abs(-Vg.min() / depth - 1) < 0.12 and abs(ug[Vg.argmin()] / u0 - 1) < 0.12

# ---------- zone sums ----------
hx = 0.1; tt = np.exp(np.arange(-60, 60, hx)); Kt = i0e(2 * tt)**3
def G(rho): return hx * np.sum(tt * np.exp(-rho * tt) * Kt)          # <1/(rho+j)>
def Lg(rho): return hx * np.sum(np.exp(-tt) - np.exp(-rho * tt) * Kt)  # <ln(rho+j)>
def jgrid(L):
    c = 2 * (1 - np.cos((np.arange(L // 2) + 0.5) * 2 * np.pi / L))
    return (c[:, None, None] + c[None, :, None] + c[None, None, :]).ravel()
j24 = jgrid(24); W = G(0.)
watson = np.sqrt(6) / (32 * np.pi**3) * gamma(1/24) * gamma(5/24) * gamma(7/24) * gamma(11/24)
assert abs(W - watson / 6) < 1e-9
assert abs(G(0.3) - np.mean(1 / (0.3 + jgrid(48)))) < 1e-8
assert abs(Lg(0.3) - np.mean(np.log(0.3 + jgrid(48)))) < 1e-8
def var_q(k, T, mass):
    w = np.sqrt(h2m(mass) * k); return h2m(mass) / (2 * w) / np.tanh(w / (2 * kB * T))
def s2(r, T, mass=None, c=C):
    v = kB * T * G(r / c) / c
    if mass: v += np.mean(var_q(r + c * j24, T, mass) - kB * T / (r + c * j24))
    return v
cm = (2 * np.pi * kB * 60)**2 / h2m(M)
mats = kB * 60 * (W / C + 2 * sum(G(cm * l * l / C) for l in range(1, 201)) / C
                  + 2 * polygamma(1, 201) / cm)
assert abs(mats / s2(0., 60., M) - 1) < 1e-6

# ---------- SCHA ----------
def F_scha(m, r, T, mass=None):   # up to a term depending on T only
    a, b, s = a_T(T), b_T(T), s2(r, T, mass)
    F = a * (m*m + s) / 2 + b * (m**4 + 6*m*m*s + 3*s*s) / 4 - r * s / 2 + kB * T * Lg(r / C) / 2
    if mass:
        x = np.sqrt(h2m(mass) * (r + C * j24)) / (kB * T)
        F += kB * T * np.mean(np.log(2 * np.sinh(x / 2) / x))
    return F
def r_of(m, T, mass=None):
    a, b = a_T(T), b_T(T)
    return brentq(lambda r: a + 3 * b * (m * m + s2(r, T, mass)) - r, 0, 60, xtol=1e-14)
# free minimization over all 27 stiffnesses of a 3x3x3 cell
c3 = 2 * C * (1 - np.cos(2 * np.pi * np.arange(3) / 3))
J3 = (c3[:, None, None] + c3[None, :, None] + c3[None, None, :]).ravel()
def F27(y, T=150.):
    k = np.exp(y); v = var_q(k, T, M); x = np.sqrt(h2m(M) * k) / (kB * T)
    return np.sum(np.log(2*np.sinh(x/2))) + (np.sum((a_T(T) + J3 - k) * v) / 2
                                            + 27 * 0.75 * b_T(T) * v.mean()**2) / (kB * T)
k27 = np.exp(minimize(F27, np.ones(27), method="BFGS", options={"gtol": 1e-6}).x)
assert np.max(abs(k27 - J3 - a_T(150.) - 3 * b_T(150.) * var_q(k27, 150., M).mean())) < 1e-3
# curvature of the minimized free energy equals r
Fmin = lambda m: minimize_scalar(lambda r: F_scha(m, r, 150., M), bounds=(1e-3, 5),
                                 method="bounded", options={"xatol": 1e-10}).fun
r150 = r_of(0., 150., M); hess = 2 * (Fmin(1e-3) - Fmin(0.)) / 1e-6
assert abs(hess / r150 - 1) < 3e-3 and r150 > 0 > a_T(150.)
def Ts(mass=None, c=C):
    return brentq(lambda T: a_T(T) + 3 * b_T(T) * s2(0., T, mass, c), 5., Tstar, xtol=1e-9)
Ts_c, Ts_q = Ts(), Ts(M); assert Ts_q < Ts_c < Tstar
def broken_r(T):
    a, b = a_T(T), b_T(T); f = lambda r: r / 2 + a + 3 * b * s2(r, T)
    o = minimize_scalar(f, bounds=(0, -2 * a), method="bounded")
    return None if o.fun > 0 else brentq(f, o.x, -2 * a)
def dF(T):
    r = broken_r(T)
    if r is None: return 1.0
    return F_scha(np.sqrt(r / (2 * b_T(T))), r, T) - F_scha(0., r_of(0., T), T)
T1 = brentq(dF, 1.001 * Ts_c, 2 * Ts_c, xtol=1e-8); m1 = np.sqrt(broken_r(T1) / (2 * b_T(T1)))
ms = np.linspace(0.5 * m1, 0.12, 80)
scan = lambda T: min(F_scha(m, r_of(m, T), T) for m in ms) - F_scha(0., r_of(0., T), T)
assert scan(0.99 * T1) < 0 < scan(1.01 * T1) and m1 > 0.2 * u0
jm12 = hx * np.sum(np.sqrt(tt) * Kt) / rp
Mc = h2m(1.) / C * (jm12 / 2 / (-a_T(5.) / (3 * b_T(5.))))**2
crit = lambda mass: a_T(5.) + 3 * b_T(5.) * s2(0., 5., mass)
assert crit(1.1 * Mc) < 0 < crit(0.9 * Mc)
Cs = (0.5, 2., 10., 100., 1000.); ratios = [Ts(None, c) / Tstar for c in Cs]
ap = (a_T(Tstar + 0.1) - a_T(Tstar - 0.1)) / 0.2
shift = 3 * b_T(Tstar) * kB * W / (Cs[-1] * ap)
assert abs((1 - ratios[-1]) / shift - 1) < 0.03 and np.all(np.diff(ratios) > 0)

# ---------- exact single site, site mean field ----------
def site_levels(A, b, field=0., nb=80):
    w = np.sqrt(h2m(M) * 3.0); l = np.sqrt(h2m(M) / (2 * w)); i = np.arange(nb + 4)
    x = l * (np.diag(np.sqrt(i[1:]), 1) + np.diag(np.sqrt(i[1:]), -1)); x2 = x @ x
    H = np.diag(w * (i + 0.5)) + (A - 3.0) / 2 * x2 + b / 4 * x2 @ x2 - field * x
    E, U = np.linalg.eigh(H[:nb, :nb]); return E, U.T @ x[:nb, :nb] @ U
def chi_q(A, b, T):
    E, x = site_levels(A, b); p = np.exp(-(E - E[0]) / (kB * T)); p /= p.sum()
    dE = E[:, None] - E[None, :]; np.fill_diagonal(dE, 1.0)
    return np.sum(x * x * (p[None, :] - p[:, None]) / dE)
E, x = site_levels(a1, b1, 1e-4); p = np.exp(-(E - E[0]) / (kB * 100)); p /= p.sum()
chi_iso = chi_q(a1, b1, 100.); assert abs(p @ np.diag(x) / 1e-4 / chi_iso - 1) < 1e-4
E, _ = site_levels(a1, b1); Fex = E[0] - kB * 100 * np.log(np.sum(np.exp(-(E - E[0]) / (kB * 100))))
def F1(y):
    k = np.exp(y); v = var_q(k, 100., M); xx = np.sqrt(h2m(M) * k) / (kB * 100)
    return kB * 100 * np.log(2 * np.sinh(xx / 2)) + (a1 - k) * v / 2 + 0.75 * b1 * v * v
o1 = minimize_scalar(F1, bounds=(-5, 4), method="bounded"); assert 0 < o1.fun - Fex < 3e-3
uu = np.linspace(-0.6, 0.6, 1201)
def r_mf(T, full=False):
    V = (V_full(uu, T) if full else a_T(T) * uu**2 / 2 + b_T(T) * uu**4 / 4) + 3 * C * uu**2
    w = np.exp(-V / (kB * T)); return kB * T * w.sum() / np.sum(w * uu**2) - 6 * C
TMF = brentq(r_mf, 50, 400); TMF_full = brentq(r_mf, 50, 400, args=(True,))
TMF_q = brentq(lambda T: 1 / chi_q(a_T(T) + 6 * C, b_T(T), T) - 6 * C, 20, 400)
assert TMF_q < TMF and abs(TMF_full / TMF - 1) < 0.2

# ---------- classical Monte Carlo (random-walk and reflection Metropolis moves) ----------
temps = np.array([60.] + list(np.arange(91., 116., 3.)) + [300.])
def monte_carlo(L, ns, burn, seed):
    rng = np.random.default_rng(seed); R = np.indices((L, L, L)).reshape(3, -1).T
    par = R.sum(1) % 2; pos = np.zeros(L**3, int); h = L**3 // 2
    for q in (0, 1): pos[par == q] = np.arange(h)
    ev = R[par == 0]; cols = []
    for d in range(3):
        for s in (1, -1):
            y = ev.copy(); y[:, d] = (y[:, d] + s) % L
            cols.append(pos[(y[:, 0] * L + y[:, 1]) * L + y[:, 2]])
    A0 = sparse.csr_matrix((np.full(6*h, C), (np.tile(np.arange(h), 6), np.concatenate(cols))))
    N = [A0, A0.T.tocsr()]; kT = kB * temps
    A = np.array([a_T(T) for T in temps]) + 6 * C; b = np.array([b_T(T) for T in temps])
    k1 = (A + np.sqrt(A * A + 12 * b * kT)) / 2; step = np.sqrt(kT)
    u = [np.full((h, len(temps)), u0) for _ in (0, 1)]; m = np.zeros((ns, len(temps)))
    vir = np.zeros(len(temps)); nv = 0
    for s in range(-burn, ns):
        for q in (0, 1):
            f = N[q] @ u[1 - q]; xo = u[q]; x2 = xo * xo
            if s >= 0 and s % 5 == 0: vir += np.mean(A*x2 + b*x2*x2 - f*xo, 0); nv += 1
            if s % 2: y = 2 * f / (k1 + b / 9 * f * f) - xo
            else: y = xo + step * (2 * rng.random(xo.shape) - 1)
            y2 = y * y; dE = (y2 - x2) * (A / 2 + b / 4 * (y2 + x2)) - f * (y - xo)
            u[q] = np.where(dE < kT * rng.standard_exponential(xo.shape), y, xo)
        if s >= 0: m[s] = (u[0].mean(0) + u[1].mean(0)) / 2
    assert np.max(abs(vir / nv / kT - 1)) < 0.04      # exact identity <u dH/du> = kT
    mb = m.reshape(10, -1, len(temps)); return (mb**2).mean(1), (mb**4).mean(1)
S2, S4 = monte_carlo(6, 16000, 1000, 1); B2, B4 = monte_carlo(10, 10000, 1000, 2)
def binder(m2, m4, keep): return (1 - m4[keep].mean(0) / (3 * m2[keep].mean(0)**2))[1:-1]
def crossing(keep):
    d = binder(B2, B4, keep) - binder(S2, S4, keep); i = int(np.argmax(d < 0))
    assert i > 0 and d[-1] < 0
    return temps[i] + 3.0 * d[i - 1] / (d[i - 1] - d[i])
al = np.arange(10); Tc = crossing(al); jk = np.array([crossing(al != i) for i in al])
err = np.sqrt(9 * jk.var()); s_, b_ = S2.mean(0), B2.mean(0)
assert Ts_c < Tc - 3 * err and Tc + 3 * err < TMF < 0.2 * Tstar
assert binder(B2, B4, al).min() > -0.05
assert abs(b_[0] / s_[0] - 1) < 0.1 and abs(1000 * b_[-1] / (216 * s_[-1]) - 1) < 0.25
rmc = kB * 300 / ((1000 * b_[-1] + 216 * s_[-1]) / 2); r300 = r_of(0., 300.)
assert a_T(300.) < 0 < r_mf(300.) < rmc < r300

P = print
P(f"xi1 = {xi1} eV, xi2 = {xi2} eV, n = {n}, g = {g} eV/A, M = {M} u")
P(f"K0 = {K0} eV/A^2, b0 = {b0} eV/A^4, C = {C} eV/A^2")
P(f"hbar^2/M = {h2m(M):.4e} eV A^2; bare hbar*omega = {1e3*np.sqrt(h2m(M)*K0):.2f} meV")
P(f"critical width Fermi-Dirac = {sig['FD']:.4f} eV, T* = {Tstar:.0f} K")
P(f"critical width Gaussian = {sig['G']:.4f} eV, Methfessel-Paxton(1) = {sig['MP']:.4f} eV")
for T in (100., 300., Tstar): P(f"T = {T:.0f} K: a = {a_T(T):.4f} eV/A^2, b = {b_T(T):.2f} eV/A^4")
P(f"da/dT at T* = {ap:.4e} eV/A^2/K")
P(f"harmonic |hbar*omega(Q)| at 100 K (imaginary) = {1e3*np.sqrt(-h2m(M)*a1):.2f} meV")
P(f"quartic well 100 K: u0 = {u0:.4f} A, depth = {1e3*depth:.3f} meV, C u0^2 = {1e3*C*u0**2:.3f} meV")
P(f"full well 100 K: u0 = {ug[Vg.argmin()]:.4f} A, depth = {-1e3*Vg.min():.3f} meV")
P(f"harmonically unstable zone fraction 100 K = {np.mean(a1 + C*jgrid(96) < 0):.3f}")
P(f"W = {W:.6f}, <j^-1/2> = {jm12:.5f}, |a|/3b at 100 K = {-a1/(3*b1):.6f} A^2")
P(f"zero-point s2(r=0) = {np.sqrt(h2m(M)/C)*jm12/2:.6f} A^2, Mc = {Mc:.1f} u")
P(f"SCHA Ts classical = {Ts_c:.1f} K ({1e3*kB*Ts_c:.2f} meV), quantum = {Ts_q:.1f} K")
P(f"SCHA classical T1 = {T1:.1f} K, jump m = {m1:.4f} A")
P(f"quantum SCHA 150 K: r = {r150:.4f}, finite-difference Hessian = {hess:.4f} eV/A^2")
P(f"site mean field TMF classical = {TMF:.1f} K, quantum = {TMF_q:.1f} K")
P(f"TMF classical with untruncated well = {TMF_full:.1f} K")
P(f"isolated mode 100 K: SCHA r = {np.exp(o1.x):.4f}, exact 1/chi = {1/chi_iso:.4f} eV/A^2")
P(f"isolated mode 100 K: F_SCHA - F_exact = {1e3*(o1.fun-Fex):.3f} meV")
for T, us, ub in zip(temps[1:-1], binder(S2, S4, al), binder(B2, B4, al)):
    P(f"Binder T = {T:.0f} K: L=6 {us:.3f}, L=10 {ub:.3f}")
P(f"Monte Carlo Tc = {Tc:.1f} +- {err:.1f} K ({1e3*kB*Tc:.2f} meV), Tc/T* = {Tc/Tstar:.3f}")
P(f"MC <m^2> 60 K: L=6 {s_[0]:.5f}, L=10 {b_[0]:.5f} A^2")
P(f"MC N<m^2> 300 K: L=6 {216*s_[-1]:.4f}, L=10 {1000*b_[-1]:.4f} A^2")
P(f"stiffness 300 K: site MF {r_mf(300.):.3f}, MC {rmc:.2f}, SCHA {r300:.3f} eV/A^2")
for c, r in zip(Cs, ratios): P(f"C = {c:g} eV/A^2: classical Ts/T* = {r:.4f}")
P(f"large-C formula for 1 - Ts/T* at C = 1000 eV/A^2: {shift:.5f}")
P("all tests passed")
```

Running it gives:

```
xi1 = 0.15 eV, xi2 = 0.35 eV, n = 2, g = 1.0 eV/A, M = 100.0 u
K0 = 7.0 eV/A^2, b0 = 60.0 eV/A^4, C = 0.5 eV/A^2
hbar^2/M = 4.1802e-05 eV A^2; bare hbar*omega = 17.11 meV
critical width Fermi-Dirac = 0.0946 eV, T* = 1098 K
critical width Gaussian = 0.2318 eV, Methfessel-Paxton(1) = 0.3878 eV
T = 100 K: a = -1.4730 eV/A^2, b = 150.70 eV/A^4
T = 300 K: a = -1.4640 eV/A^2, b = 149.52 eV/A^4
T = 1098 K: a = 0.0000 eV/A^2, b = 96.57 eV/A^4
da/dT at T* = 2.6574e-03 eV/A^2/K
harmonic |hbar*omega(Q)| at 100 K (imaginary) = 7.85 meV
quartic well 100 K: u0 = 0.0989 A, depth = 3.599 meV, C u0^2 = 4.887 meV
full well 100 K: u0 = 0.1043 A, depth = 3.873 meV
harmonically unstable zone fraction 100 K = 0.113
W = 0.252731, <j^-1/2> = 0.45534, |a|/3b at 100 K = 0.003258 A^2
zero-point s2(r=0) = 0.002082 A^2, Mc = 40.8 u
SCHA Ts classical = 74.8 K (6.45 meV), quantum = 60.5 K
SCHA classical T1 = 89.8 K, jump m = 0.0552 A
quantum SCHA 150 K: r = 0.5755, finite-difference Hessian = 0.5755 eV/A^2
site mean field TMF classical = 138.4 K, quantum = 123.2 K
TMF classical with untruncated well = 157.9 K
isolated mode 100 K: SCHA r = 1.4306, exact 1/chi = 1.0263 eV/A^2
isolated mode 100 K: F_SCHA - F_exact = 1.333 meV
Binder T = 91 K: L=6 0.608, L=10 0.653
Binder T = 94 K: L=6 0.576, L=10 0.642
Binder T = 97 K: L=6 0.552, L=10 0.621
Binder T = 100 K: L=6 0.494, L=10 0.588
Binder T = 103 K: L=6 0.442, L=10 0.448
Binder T = 106 K: L=6 0.382, L=10 0.328
Binder T = 109 K: L=6 0.335, L=10 0.213
Binder T = 112 K: L=6 0.311, L=10 0.185
Binder T = 115 K: L=6 0.251, L=10 0.103
Monte Carlo Tc = 103.3 +- 0.8 K (8.90 meV), Tc/T* = 0.094
MC <m^2> 60 K: L=6 0.00609, L=10 0.00609 A^2
MC N<m^2> 300 K: L=6 0.0252, L=10 0.0246 A^2
stiffness 300 K: site MF 0.899, MC 1.04, SCHA 1.417 eV/A^2
C = 0.5 eV/A^2: classical Ts/T* = 0.0681
C = 2 eV/A^2: classical Ts/T* = 0.2729
C = 10 eV/A^2: classical Ts/T* = 0.7824
C = 100 eV/A^2: classical Ts/T* = 0.9765
C = 1000 eV/A^2: classical Ts/T* = 0.9976
large-C formula for 1 - Ts/T* at C = 1000 eV/A^2: 0.00237
all tests passed
```
